# Roothaan iteration as alternating minimization: convergence or two-state oscillation: a numerical check

```python
# Result under test (Cances-Le Bris). D: rank-N projectors, F(D)=h+G(D), G linear and symmetric,
# E(D,D') = Tr hD + Tr hD' + Tr G(D)D' (+ b/2 |D-D'|^2 with level shift b), E(D,D)=RHF energy.
# Roothaan: D_{n+1} = aufbau projector of F(D_n)-b D_n, whose gap is gam_n and width W_n.
# Claims: E_{n-1}-E_n >= gam_n/2 |D_{n+1}-D_{n-1}|^2 with E_n=E(D_n,D_{n+1});
# |[D_{n-1},F(D_n)]| <= W_n |D_{n+1}-D_{n-1}|; the limit is a fixed point or a 2-cycle (A,B) with
# Tr G(A-B)(A-B) >= (gam_A+gam_B)/2 |A-B|^2; Jacobian -(Omega+b)^-1 (K-b). Norms are Frobenius.
import numpy as np
from numpy.linalg import eigh, eigvalsh, norm
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
HA = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
tr = lambda A, B: np.einsum('ij,ji->', A, B).real
com = lambda A, B: A @ B - B @ A

def aufbau(F, N):
    e, C = eigh(F)
    return C[:, :N] @ C[:, :N].conj().T, e[N] - e[N-1], e[-1] - e[0]
def pair_E(h, G, A, B, b=0.0):
    return tr(h, A) + tr(h, B) + tr(G(A), B) + b/2*norm(A - B)**2
def run(h, G, D0, N, nit, b=0.0, tol=1e-10):
    Ds, Es, gaps = [D0], [], []
    for n in range(nit):
        D = Ds[n]; GD = G(D); F = h + GD - b*D
        Dn, g, W = aufbau(F, N)
        Ds.append(Dn); gaps.append(g)
        Es.append(tr(h, D) + tr(h, Dn) + tr(GD, Dn) + b/2*norm(D - Dn)**2)
        if n:
            d = norm(Dn - Ds[n-1])
            assert Es[n-1] - Es[n] >= g/2*d*d - tol
            assert norm(com(Ds[n-1], F)) <= W*d + tol
    return Ds, np.array(Es), np.array(gaps)
def cycle_check(h, G, A, B, N, b=0.0, tol=1e-6):
    X = A - B; Q = tr(G(X), X) - b*norm(X)**2
    lhs = pair_E(h, G, A, A) + pair_E(h, G, B, B) - 2*pair_E(h, G, A, B, b)
    gA, gB = aufbau(h + G(A) - b*A, N)[1], aufbau(h + G(B) - b*B, N)[1]
    assert abs(lhs - Q) < tol and Q >= (gA + gB)/2*norm(X)**2 - tol
    return Q/norm(X)**2, gA, gB
def herm(m):
    a = rng.normal(size=(m, m)) + 1j*rng.normal(size=(m, m))
    return (a + a.conj().T)/2

# gap lemma on random matrices, far from and near the minimizer, and its sharpness
m, N = 6, 3
for k in range(300):
    F = herm(m); Dp, g, _ = aufbau(F, N)
    R = expm(1j*herm(m)*rng.choice([1.0, 0.05])); D = R @ Dp @ R.conj().T
    assert tr(F, D - Dp) >= g/2*norm(D - Dp)**2 - 1e-12
C = eigh(F)[1]; Co = C[:, :N].copy(); Co[:, -1] = np.cos(.7)*C[:, N-1] + np.sin(.7)*C[:, N]
D = Co @ Co.conj().T
assert abs(tr(F, D - Dp) - g/2*norm(D - Dp)**2) < 1e-12

# random complex models with G = 2J-K from factorized integrals
nfix = ncyc = nslow = 0
for k in range(20):
    h = herm(m); L = np.array([herm(m) for _ in range(4)])*(0.05 if k % 2 else 0.7)
    G = lambda D: 2*np.einsum('kij,k->ij', L, np.einsum('kij,ji->k', L, D)) - (L @ D @ L).sum(0)
    A, B = aufbau(herm(m), N)[0], aufbau(herm(m), N)[0]
    assert abs(pair_E(h, G, A, B) - pair_E(h, G, B, A)) < 1e-11
    Y = 1j*herm(m); rot = lambda s: expm(s*Y) @ A @ expm(-s*Y)
    fd = (pair_E(h, G, rot(1e-5), B) - pair_E(h, G, rot(-1e-5), B))/2e-5
    grad = com(A, com(A, h + G(B)))
    assert abs(fd - tr(grad, com(Y, A))) < 1e-6 and abs(norm(grad) - norm(com(A, h + G(B)))) < 1e-10
    Ds, Es, gaps = run(h, G, A, N, 400)
    if norm(Ds[-1] - Ds[-3]) > 1e-8:
        nslow += 1
    elif norm(Ds[-1] - Ds[-2]) < 1e-6:
        nfix += 1
    else:
        ncyc += 1; cycle_check(h, G, Ds[-2], Ds[-1], N)
        if ncyc <= 3:
            S = np.array([G(e.reshape(m, m)).ravel() for e in np.eye(m*m)]).T
            Ds, _, gaps = run(h, G, Ds[-1], N, 500, b=eigvalsh(S)[-1])
            Eh = [pair_E(h, G, D, D) for D in Ds]
            for n in range(500):
                assert Eh[n] - Eh[n+1] >= gaps[n]*norm(Ds[n+1] - Ds[n])**2 - 1e-10
            assert norm(Ds[-1] - Ds[-2]) < 1e-2
assert nfix >= 1 and ncyc >= 1 and nslow <= 4
print(f"random models: fixed points {nfix}, 2-cycles {ncyc}, unsettled after 400 steps {nslow}")

# non-symmetric G: gapped period-3 orbit
h3 = -(np.ones((3, 3)) - np.eye(3)); V = 10.0
Ds = [np.diag([1., 0, 0])]; g3 = []
for n in range(90):
    Dn, g, _ = aufbau(h3 - V*np.diag(np.roll(np.diag(Ds[-1]), 1)), 1); Ds.append(Dn); g3.append(g)
p2, p3 = norm(Ds[-1] - Ds[-3]), norm(Ds[-1] - Ds[-4])
assert p2 > 1 and p3 < 1e-10 and min(g3) > 5
print(f"non-reciprocal ring t=1 eV V={V:.0f} eV: min gap {min(g3):.4f} eV, |D(n+2)-D(n)|={p2:.4f}, |D(n+3)-D(n)|={p3:.0e}")

# Hubbard dimer in RHF, energies in eV
t = 1.0; sx = np.array([[0., 1], [1, 0]]); sz = np.diag([1., -1]); hd = -t*sx
bloch = lambda z: (np.eye(2) + np.sqrt(1 - z*z)*sx + z*sz)/2
Gd = lambda U: (lambda D: U*np.diag(np.diag(D)))
for U, z0, nit in ((1.0, 0.5, 30), (2.0, 0.5, 2001), (4.0, 0.1, 60)):
    Ds, Es, gaps = run(hd, Gd(U), bloch(z0), 1, nit, tol=1e-12)
    z = np.array([tr(D, sz) for D in Ds]); n = np.arange(nit + 1); r = (2*t/U)**2
    w = 1/z0**2 + n if r == 1 else r**n/z0**2 + (1 - r**n)/(1 - r)
    assert np.abs(z - (-1.0)**n/np.sqrt(w)).max() < 1e-10 and gaps.min() >= 2*t - 1e-12
    Efix = pair_E(hd, Gd(U), bloch(0), bloch(0)); assert abs(Efix - (U/2 - 2*t)) < 1e-12
    print(f"dimer t={t:.0f} eV U={U:.0f} eV z0={z0}: r={r:.4f}, E_RHF(solution)={Efix:.4f} eV, min gap {gaps.min():.4f} eV")
    print("  z_0..z_4: " + " ".join(f"{v:.5f}" for v in z[:5]))
    print("  E_0..E_4 (eV): " + " ".join(f"{v:.5f}" for v in Es[:5]) + f"; last {Es[-1]:.6f}")
    s2 = sum(norm(Ds[k+1] - Ds[k-1])**2 for k in range(1, nit))
    print(f"  sum |D(n+1)-D(n-1)|^2={s2:.5f}, bound with gamma=2t: {(Es[0] - Es[-1])/t:.5f}")
    if U == 1:
        assert abs(z[16]/z[15] + U/(2*t)) < 1e-8
        print(f"  ratio z_16/z_15={z[16]/z[15]:.6f}")
    if U == 2:
        e = Es - Efix; gr = lambda k: norm(com(Ds[k], hd + Gd(U)(Ds[k+1])))
        slope = np.log(e[500]/e[2000])/np.log(gr(500)/gr(2000))
        c1, c2 = e[2000]/z[2000]**4, gr(2000)/abs(z[2000])**3
        assert abs(c1 - t/4) < 2e-3 and abs(c2 - np.sqrt(2)*t) < 5e-3 and abs(slope - 4/3) < 1e-2
        print(f"  n=2000: z={z[2000]:.6f}, e={e[2000]:.4e} eV, e/z^4={c1:.4f} eV, |grad|/|z|^3={c2:.4f} eV")
        print(f"  dln e/dln|grad|={slope:.4f}, theta={1 - 1/slope:.4f}")
    if U == 4:
        A, B = Ds[-2], Ds[-1]; q, gA, gB = cycle_check(hd, Gd(U), A, B, 1, tol=1e-11)
        EA = pair_E(hd, Gd(U), A, A)
        assert abs(Es[-1] + 2*t*t/U) < 1e-11 and abs(EA - (U - 6*t*t/U)) < 1e-11
        assert abs(q - (gA + gB)/2) < 1e-11
        print(f"  cycle: z=+-{abs(z[-1]):.6f}, x={tr(A, sx):.4f}, |A-B|={norm(A - B):.5f}, E(A,B)={Es[-1]:.4f} eV = {Es[-1]/HA:.6f} Ha")
        print(f"  E_RHF(A)={EA:.4f} eV, gaps {gA:.4f} {gB:.4f} eV, TrG(X)X/|X|^2={q:.4f} eV, |[F(A),A]|={norm(com(hd + Gd(U)(A), A)):.4f} eV")
U = 4.0; print(f"level shift, U={U:.0f} eV: threshold U/2-t={U/2 - t:.4f} eV")
Ds, Es, _ = run(hd, Gd(U), bloch(0.1), 1, 300, b=0.8, tol=1e-12)
assert abs(tr(Ds[-1], sx) - 2*t/(U - 1.6)) < 1e-10; cycle_check(hd, Gd(U), Ds[-2], Ds[-1], 1, b=0.8)
print(f"  b=0.8 eV: cycle x={tr(Ds[-1], sx):.6f}, |z|={abs(tr(Ds[-1], sz)):.6f}, E_b={Es[-1]:.6f} eV")
Ds, Es, _ = run(hd, Gd(U), bloch(0.1), 1, 300, b=1.2, tol=1e-12)
ratio = tr(Ds[81], sz)/tr(Ds[80], sz)
assert abs(ratio + (U - 1.2)/(2*t + 1.2)) < 1e-7 and abs(tr(Ds[-1], sz)) < 1e-12
print(f"  b=1.2 eV: converges, z ratio {ratio:.6f}")

# Cu+ RHF/def2-SVP, hartree inside, Lowdin orthonormal basis
mol = gto.M(atom='Cu 0 0 0', charge=1, basis='def2-svp', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-7; mf.max_cycle = 100
Eref = mf.kernel()
nb, N = mol.nao, mol.nelectron//2
s, u = eigh(mol.intor('int1e_ovlp')); X = (u/np.sqrt(s)) @ u.T; Xi = (u*np.sqrt(s)) @ u.T
tf = lambda I, C: np.einsum('pqrs,pi,qj,rk,sl->ijkl', I, C, C, C, C, optimize=True)
h = X @ mf.get_hcore() @ X; eri = tf(mol.intor('int2e'), X)
G4 = 2*eri - eri.transpose(0, 2, 1, 3); iu = np.triu_indices(nb); dg = iu[0] == iu[1]
Gp = np.ascontiguousarray((G4 + G4.transpose(0, 1, 3, 2))[iu[0], iu[1]][:, iu[0], iu[1]]*np.where(dg, .5, 1))
def G(D):
    o = np.zeros((nb, nb)); o[iu] = Gp @ D[iu]
    return o + o.T - np.diag(np.diag(o))
Dr = aufbau(herm(nb).real, N)[0]
assert abs(pair_E(h, G, Dr, Dr) - mf.energy_elec(2*X @ Dr @ X)[0]) < 1e-7
Dpy = Xi @ mf.make_rdm1() @ Xi/2
assert norm(com(h + G(Dpy), Dpy)) < 1e-5
eps, C = eigh(h + G(Dpy)); Co, Cv = C[:, :N], C[:, N:]; Dst = Co @ Co.T; nk = N*(nb - N)
assert norm(Dst - Dpy) < 1e-5
mo = tf(eri, C); o, v = slice(0, N), slice(N, nb)
K = (4*mo[v, o, v, o] - mo[v, v, o, o].transpose(0, 2, 1, 3) - mo[v, o, v, o].transpose(0, 3, 2, 1)).reshape(nk, nk)
Om = (eps[N:, None] - eps[None, :N]).ravel()
def rotate(kap):
    Y = Cv @ kap.reshape(nb - N, N) @ Co.T; R = expm(Y - Y.T)
    return R @ Dst @ R.T
step = lambda kap: (Cv.T @ aufbau(h + G(rotate(kap)), N)[0] @ Co).ravel()
Jfd = np.array([(step(1e-4*e) - step(-1e-4*e))/2e-4 for e in np.eye(nk)]).T
mu = lambda b: eigvalsh(-(K - b*np.eye(nk))/np.sqrt(np.outer(Om + b, Om + b)))
ev = np.linalg.eigvals(Jfd)
assert np.abs(Jfd + K/Om[:, None]).max() < 1e-4 and np.abs(ev.imag).max() < 1e-4
assert np.abs(np.sort(ev.real) - mu(0)).max() < 1e-4
wt = np.where(dg, 1, np.sqrt(2)); one = dg/np.sqrt(nb); P = np.eye(len(wt)) - np.outer(one, one)
lamG = eigvalsh(P @ (wt[:, None]*Gp/wt[None, :]) @ P)[-1]
bloc = eigvalsh(K - np.diag(Om))[-1]/2; hess = eigvalsh(K + np.diag(Om))[0]
print(f"Cu+ RHF/def2-SVP: {nb} functions, N={N}, E={Eref*HA:.3f} eV = {Eref:.6f} Ha, gap {Om.min()*HA:.3f} eV")
print(f"  Jacobian b=0: mu_min={mu(0)[0]:.4f}, mu_max={mu(0)[-1]:.4f}; min eig(Omega+K)={hess*HA:.3f} eV")
print(f"  max eig(K-Omega)/2={bloc*HA:.3f} eV, lambda_max(G) traceless={lamG*HA:.1f} eV")
def report(name, D0, b=0.0):
    Ds, Es, gaps = run(h, G, D0, N, 1000, b=b, tol=1e-8)
    A, B = Ds[-2], Ds[-1]; d1, d2 = norm(A - B), norm(B - Ds[-3])
    kind = "unsettled" if d2 > 1e-7 else ("fixed point" if d1 < 1e-6 else "2-cycle")
    print(f"  {name}: {kind}, |D(n+1)-D(n)|={d1:.3e}, |D(n+2)-D(n)|={d2:.1e}")
    print(f"    min gap {gaps.min()*HA:.4f} eV, last gaps {gaps[-1]*HA:.3f} {gaps[-2]*HA:.3f} eV, E_last-E={(Es[-1] - Eref)*HA:.4f} eV")
    if kind == "2-cycle":
        q = cycle_check(h, G, A, B, N, b)[0]
        print(f"    E_RHF(A)-E={(pair_E(h, G, A, A) - Eref)*HA:.3f} eV, E_RHF(B)-E={(pair_E(h, G, B, B) - Eref)*HA:.3f} eV")
        print(f"    TrG(X)X/|X|^2={q*HA:.3f} eV, |[F(A),A]|={norm(com(h + G(A), A))*HA:.3f} eV, |[F(B),B]|={norm(com(h + G(B), B))*HA:.3f} eV")
    return Ds, Es, d1
report("plain, core guess", aufbau(h, N)[0])
Dnear = rotate(1e-3*rng.normal(size=nk)); rho0 = np.abs(mu(0)).max()
print(f"  near start: |D0-D*|={norm(Dnear - Dst):.4f}")
Ds, Es, d1 = report("plain, near start", Dnear)
if rho0 < 0.98:
    assert norm(Ds[-1] - Dst) < 1e-5
if rho0 > 1.02:
    assert norm(Ds[-1] - Dst) > 1e-3
b_eV = 10*np.ceil(max(bloc, 0)*HA/10) + 10; rho = np.abs(mu(b_eV/HA)).max()
Ds, Es, d1 = report(f"shift b={b_eV:.0f} eV, near start", Dnear, b_eV/HA)
st = np.array([norm(Ds[k+1] - Ds[k]) for k in range(1000)])
k = max(10, int(np.argmax(st < 1e-9))) if (st < 1e-9).any() else 999
obs = (st[k]/st[k-10])**0.1
assert rho < 1 and abs(obs - rho) < 0.03
assert abs(Es[-1] - Eref) < 1e-8 and norm(Ds[-1] - Dst) < 1e-5
print(f"    predicted rate {rho:.4f}, observed rate {obs:.4f} at step {k}")
print("finished without a failed check")
```

It prints:

```
random models: fixed points 10, 2-cycles 10, unsettled after 400 steps 0
non-reciprocal ring t=1 eV V=10 eV: min gap 9.0786 eV, |D(n+2)-D(n)|=1.3754, |D(n+3)-D(n)|=0e+00
dimer t=1 eV U=1 eV z0=0.5: r=4.0000, E_RHF(solution)=-1.5000 eV, min gap 2.0000 eV
  z_0..z_4: 0.50000 -0.24254 0.12039 -0.06008 0.03003
  E_0..E_4 (eV): -1.39680 -1.47747 -1.49454 -1.49864 -1.49966; last -1.500000
  sum |D(n+1)-D(n-1)|^2=0.10258, bound with gamma=2t: 0.10320
  ratio z_16/z_15=-0.500000
dimer t=1 eV U=2 eV z0=0.5: r=1.0000, E_RHF(solution)=-1.0000 eV, min gap 2.0005 eV
  z_0..z_4: 0.50000 -0.44721 0.40825 -0.37796 0.35355
  E_0..E_4 (eV): -0.98406 -0.98987 -0.99299 -0.99487 -0.99607; last -1.000000
  sum |D(n+1)-D(n-1)|^2=0.01487, bound with gamma=2t: 0.01594
  n=2000: z=0.022338, e=6.2251e-08 eV, e/z^4=0.2500 eV, |grad|/|z|^3=1.4139 eV
  dln e/dln|grad|=1.3338, theta=0.2503
dimer t=1 eV U=4 eV z0=0.1: r=0.2500, E_RHF(solution)=0.0000 eV, min gap 2.0396 eV
  z_0..z_4: 0.10000 -0.19612 0.36515 -0.58977 0.76277
  E_0..E_4 (eV): -0.01479 -0.05475 -0.16923 -0.35396 -0.47075; last -0.500000
  sum |D(n+1)-D(n-1)|^2=0.32812, bound with gamma=2t: 0.48521
  cycle: z=+-0.866025, x=0.5000, |A-B|=1.22474, E(A,B)=-0.5000 eV = -0.018375 Ha
  E_RHF(A)=2.5000 eV, gaps 4.0000 4.0000 eV, TrG(X)X/|X|^2=4.0000 eV, |[F(A),A]|=2.4495 eV
level shift, U=4 eV: threshold U/2-t=1.0000 eV
  b=0.8 eV: cycle x=0.833333, |z|=0.552771, E_b=-0.033333 eV
  b=1.2 eV: converges, z ratio -0.875000
Cu+ RHF/def2-SVP: 31 functions, N=14, E=-44584.746 eV = -1638.459177 Ha, gap 15.476 eV
  Jacobian b=0: mu_min=-0.8930, mu_max=0.6619; min eig(Omega+K)=5.466 eV
  max eig(K-Omega)/2=-2.744 eV, lambda_max(G) traceless=848.2 eV
  plain, core guess: 2-cycle, |D(n+1)-D(n)|=3.162e+00, |D(n+2)-D(n)|=3.5e-14
    min gap 4.3810 eV, last gaps 122.292 4.381 eV, E_last-E=-11.0154 eV
    E_RHF(A)-E=685.854 eV, E_RHF(B)-E=99.903 eV
    TrG(X)X/|X|^2=80.779 eV, |[F(A),A]|=0.000 eV, |[F(B),B]|=60.933 eV
  near start: |D0-D*|=0.0230
  plain, near start: fixed point, |D(n+1)-D(n)|=1.003e-13, |D(n+2)-D(n)|=9.2e-14
    min gap 15.3510 eV, last gaps 15.476 15.476 eV, E_last-E=0.0000 eV
  shift b=10 eV, near start: fixed point, |D(n+1)-D(n)|=9.218e-14, |D(n+2)-D(n)|=1.1e-13
    min gap 25.3508 eV, last gaps 25.476 25.476 eV, E_last-E=0.0000 eV
    predicted rate 0.7907, observed rate 0.7907 at step 58
finished without a failed check
```
